# Maxwell Garnett and Bruggeman Resonances in the Bergman Representation

## 1. Two theories that agree at one frequency and not at another

Take a silica-like film with a quarter of its volume in pores. With a matrix permittivity of 4.0, Maxwell Garnett theory gives a static permittivity of 3.077 and symmetric Bruggeman theory gives 3.034, a difference of 1.4% of the latter. Now take the same porosity in a simple model of the matrix's infrared band, with damping 5 cm$^{-1}$. At 1227.5 cm$^{-1}$ the imaginary part of the film's permittivity is 3.512 in the first theory and 0.386 in the second, a factor of nine. This damping is chosen small to expose the resonances; real silica glass is far lossier at this wavenumber, and the gap there is much smaller (Sections 9 and 10).

The two theories place the electrostatic resonances of the composite differently. A static measurement on a dielectric lies outside the range of these resonances, while an infrared measurement can pass through them. At high contrast even a static measurement comes close to that range: with pores of permittivity 80 in the same matrix at porosity 0.45, the two theories give 11.6 and 22.4.

## 2. Setting and conventions

Inclusions of permittivity $\varepsilon_i$ fill a fraction $p$ of the volume, with $0<p<1$. The rest, the host, has permittivity $\varepsilon_h$. Both materials and the composite are isotropic, space has three dimensions, and the structure is much smaller than the wavelength, so the electric field is curl-free. Fields vary as $e^{-i\omega t}$, so a passive medium has $\operatorname{Im}\varepsilon\ge0$. Define

$$s=\frac{\varepsilon_h}{\varepsilon_h-\varepsilon_i},\qquad \frac{\varepsilon_i}{\varepsilon_h}=1-\frac1s,\qquad F(s)=1-\frac{\varepsilon_{\rm eff}}{\varepsilon_h}.$$

Weak contrast means large $|s|$. If both permittivities are real and positive, then $s>1$ or $s<0$. The interval $0<s<1$ requires permittivities of opposite sign.

## 3. Why the response is a sum over resonances

Let $\chi$ be 1 in the inclusions and 0 in the host, and let $\mathbf E_0$ be the mean field, of unit length. In a large periodic cell, let $\Gamma$ project a vector field onto its curl-free part of zero mean. The displacement is

$$\mathbf D=\varepsilon_h\left(1-\frac{\chi}{s}\right)\mathbf E .$$

It has no divergence, so it is orthogonal to every periodic gradient and $\Gamma\mathbf D=0$. The field is $\mathbf E_0$ plus a gradient of zero mean, so $\Gamma\mathbf E=\mathbf E-\mathbf E_0$. Hence

$$\mathbf E=\mathbf E_0+\frac1s\Gamma\chi\mathbf E .$$

Multiply by $s\chi$ and use $\chi^2=\chi$:

$$(s-\chi\Gamma\chi)\,\chi\mathbf E=s\,\chi\mathbf E_0 .$$

The effective permittivity is $\mathbf E_0\cdot\langle\mathbf D\rangle=\varepsilon_h(1-\langle\mathbf E_0\cdot\chi\mathbf E\rangle/s)$, where angle brackets denote the volume average. Therefore

$$F(s)=\big\langle\chi\mathbf E_0\big|(s-\chi\Gamma\chi)^{-1}\big|\chi\mathbf E_0\big\rangle=\int_0^1\frac{d\mu(u)}{s-u}.$$

This is the Bergman representation. The operator $\chi\Gamma\chi$ is Hermitian. Its expectation value in a field $v$ is $\|\Gamma\chi v\|^2$, which lies between 0 and $\|v\|^2$, so its spectrum lies in $[0,1]$. The weights are squared overlaps, hence non-negative. They depend on geometry alone; the materials enter through $s$. A cell sampled on a finite grid, or one with smooth, separated inclusions, has discrete levels, which may merge into a continuum in an infinite random medium. Sharp corners can give a continuum even in a finite cell: the two-dimensional checkerboard has $\varepsilon_{\rm eff}=\sqrt{\varepsilon_i\varepsilon_h}$, a cut over the whole interval $[0,1]$.

As a test, a periodic grid of $5^3$ sites, with one field vector per site, was given 31 random inclusion sites with $\varepsilon_i=-1.3+0.4i$ and $\varepsilon_h=2$. Direct solution of the field equation and the sum over eigenvalues both gave $0.76967+1.06652i$.

Expanding in $1/s$ gives $F=\mu_0/s+\mu_1/s^2+\mu_2/s^3+\dots$, where $\mu_n=\int u^n d\mu$. The first two moments are fixed:

$$\mu_0=\langle\chi^2\rangle=p,\qquad \mu_1=\sum_{\mathbf k\ne0}|\chi_{\mathbf k}|^2(\hat{\mathbf k}\cdot\mathbf E_0)^2=\frac{p-p^2}{3}.$$

In the second, isotropy replaces the squared cosine by $1/3$, and $\sum_{\mathbf k\neq0}|\chi_{\mathbf k}|^2=\langle\chi^2\rangle-\langle\chi\rangle^2$.

## 4. Maxwell Garnett: one pole

Consider a spherical core of $\varepsilon_i$ with radius $a$ in a shell of $\varepsilon_h$ with outer radius 1, where $a^3=p$. Embed it in a medium $\varepsilon_{\rm eff}$ chosen so that the outside field stays uniform. Apart from a common factor $\cos\theta$, the potential is $Ar$ in the core, $Br+C/r^2$ in the shell and $r$ outside. Continuity of the potential and of the normal displacement requires

$$A=B+\frac Cp,\quad \varepsilon_iA=\varepsilon_h\left(B-\frac{2C}{p}\right),\quad B+C=1,\quad \varepsilon_{\rm eff}=\varepsilon_h(B-2C).$$

Eliminating $A$ from the first two gives $C(\varepsilon_i+2\varepsilon_h)/p=-(\varepsilon_i-\varepsilon_h)B$. With $\beta=(\varepsilon_i-\varepsilon_h)/(\varepsilon_i+2\varepsilon_h)$ this reads $C=-p\beta B$, and the third condition gives $B=1/(1-p\beta)$. Thus

$$\frac{\varepsilon_{\rm eff}}{\varepsilon_h}=\frac{1+2p\beta}{1-p\beta},\qquad F=-\frac{3p\beta}{1-p\beta}.$$

Dividing numerator and denominator of $\beta$ by $\varepsilon_h$ gives $\beta=(-1/s)/(3-1/s)=-1/(3s-1)$, and so

$$F_{\rm MG}=\frac{3p}{3s-1+p}=\frac{p}{s-(1-p)/3}.$$

There is a single pole at $(1-p)/3$, with weight $p$. Each coated sphere leaves its surroundings undisturbed, so the result is exact for a space filled with such spheres of all sizes. For other arrangements of spheres it is an approximation. As $p\to0$ the pole tends to $1/3$, the resonance $\varepsilon_i=-2\varepsilon_h$ of a lone sphere.

The count of one pole depends on which material is the connected matrix. Exchange the roles but keep the definition of $s$. Then $p\to1-p$ and $s\to1-s$ in the formula, which now gives $\varepsilon_{\rm eff}/\varepsilon_i$. Multiplying by $\varepsilon_i/\varepsilon_h=(s-1)/s$,

$$\frac{\varepsilon_{\rm eff}}{\varepsilon_h}=\frac{s-1}{s}\left[1-\frac{1-p}{1-s-p/3}\right]=\frac{(s-1)(s-2p/3)}{s\,(s-1+p/3)} .$$

The residues, with the sign reversed because $F=1-\varepsilon_{\rm eff}/\varepsilon_h$, give

$$F=\frac{2p/(3-p)}{s}+\frac{p(1-p)/(3-p)}{s-(1-p/3)} .$$

The pole at $s=0$ appears because the material $\varepsilon_i$ is now connected throughout.

## 5. Bruggeman: the quadratic and its physical root

Symmetric Bruggeman theory treats both materials as spheres in the effective medium and requires their mean polarizability to vanish. With $e=\varepsilon_{\rm eff}/\varepsilon_h$ and $t=\varepsilon_i/\varepsilon_h=1-1/s$,

$$p\,\frac{t-e}{t+2e}+(1-p)\frac{1-e}{1+2e}=0 .$$

Clear the denominators. The products are $(t-e)(1+2e)=t+(2t-1)e-2e^2$ and $(1-e)(t+2e)=t+(2-t)e-2e^2$. Their weighted sum is

$$2e^2-be-t=0,\qquad b=(3p-1)t+2-3p=1-\frac{3p-1}{s}.$$

Hence $e=[b+\sqrt{b^2+8t}\,]/4$. Under the root,

$$s^2(b^2+8t)=(s-3p+1)^2+8s^2-8s=9s^2-6(1+p)s+(3p-1)^2 .$$

The zeros of this polynomial are $s_\pm=\{1+p\pm\sqrt{(1+p)^2-(3p-1)^2}\}/3$. The difference of squares factorizes as $(2-2p)(4p)$, so

$$s_\pm=\frac{1+p\pm2\sqrt{2p(1-p)}}{3},\qquad F_{\rm BR}=\frac{3s+3p-1-3\sqrt{(s-s_-)(s-s_+)}}{4s}.$$

The root is cut between $s_-$ and $s_+$ and behaves as $s$ at infinity. This choice makes $F\to0$ at zero contrast; the other sign would give $F\to3/2$.

It must also be passive. Take a lossless host with $\varepsilon_h>0$ and lossy inclusions; since the theory is symmetric, exchanging the two materials covers the opposite case. Then $\operatorname{Im}t>0$, which means $\operatorname{Im}s>0$. If $e$ were real, the quadratic, written as $e(2e-2+3p)=t[(3p-1)e+1]$, would force both sides to vanish. Then $(3p-1)e=-1$, which excludes $e=0$, so $e=(2-3p)/2$. Substitution gives $9p(1-p)=0$, which is impossible. So $\operatorname{Im}e$ never changes sign in the upper half plane. At large $s$ the chosen root is $e\approx1-p/s$, with positive imaginary part, and it stays passive throughout. The other root is $-t/(2e)\approx-\tfrac12+(1-p)/(2s)$, whose imaginary part is negative.

## 6. The cut, and a pole that can accompany it

Just above the cut the square root is $+i\sqrt{(u-s_-)(s_+-u)}$. Since $1/(u+i0-u')$ has imaginary part $-\pi\delta(u-u')$, the density of resonances is

$$g(u)=-\frac1\pi\operatorname{Im}F(u+i0)=\frac{3\sqrt{(u-s_-)(s_+-u)}}{4\pi u},\qquad s_-<u<s_+ .$$

The denominator $4s$ can add a pole at $s=0$. That point lies to the left of the cut, where the square root is negative and equals $-\sqrt{s_-s_+}=-|3p-1|/3$. The weight is therefore

$$W=\frac{3p-1+|3p-1|}{4}=\max\left(0,\frac{3p-1}{2}\right).$$

So the Bruggeman spectrum is a cut alone for $p\le1/3$, and a cut plus a pole for $p>1/3$. At $p=1/3$ the lower edge touches zero and $g$ grows as $u^{-1/2}$, which is integrable and leaves no pole.

The pole has a direct meaning. Near $s=0$, $\varepsilon_{\rm eff}\approx-\varepsilon_hW/s=W(\varepsilon_i-\varepsilon_h)$. When $|\varepsilon_i|\gg|\varepsilon_h|$ the composite follows the inclusions, $\varepsilon_{\rm eff}\approx W\varepsilon_i$, as it must if they form connected paths. The threshold $1/3$ belongs to this theory; other structures connect at other fractions. In Maxwell Garnett theory $F(0)$ is finite, and $\varepsilon_{\rm eff}$ tends to $\varepsilon_h(1+2p)/(1-p)$ instead.

At $p=0.25$ the cut runs from 0.0084 to 0.8249 and carries the whole weight 0.25. At $p=0.45$ it runs from 0.0143 to 0.9524 with weight 0.275, and the pole at zero carries 0.175. The Maxwell Garnett poles lie at 0.2500 and 0.1833.

In the dilute limit the cut is centred near $1/3$ with half-width $2\sqrt{2p}/3$. It closes on the lone-sphere resonance, but only as $\sqrt p$, whereas the Maxwell Garnett pole shifts in proportion to $p$.

## 7. Where the theories first differ

Put $e=1-F$ into the quadratic and use $2-b-t=3p/s$:

$$3F=\frac{3p}{s}-\frac{(3p-1)F}{s}+2F^2 .$$

Match powers of $1/s$. The first gives $\mu_0=p$. The second gives $3\mu_1=-(3p-1)p+2p^2=p(1-p)$, as isotropy demands. The third gives $3\mu_2=-(3p-1)\mu_1+4p\mu_1=(1+p)\mu_1$. Thus

$$\mu_2^{\rm BR}=\frac{p(1-p)(1+p)}9,\qquad \mu_2^{\rm MG}=\frac{p(1-p)^2}{9}.$$

The mean resonance position $\mu_1/\mu_0=(1-p)/3$ is common to both. The variance $\mu_2/\mu_0-(\mu_1/\mu_0)^2$ is zero for the single pole and $2p(1-p)/9$ for Bruggeman, or 0.04167 at $p=0.25$. To leading order in contrast,

$$\varepsilon_{\rm MG}-\varepsilon_{\rm BR}\simeq\varepsilon_h\frac{2p^2(1-p)}{9s^3}.$$

Is the spread physical? Consider a cubic grid with one field vector per site, whose sites are filled independently with probability $p$, and write $\chi=p+\delta$. Since $\Gamma$ removes constants, $\mu_2=\langle\delta\mathbf E_0|\Gamma(p+\delta)\Gamma|\delta\mathbf E_0\rangle$. The part with $p$ is $p\cdot p(1-p)/3$, by $\Gamma^2=\Gamma$ and the calculation of $\mu_1$. In the other part three independent fluctuations survive averaging only on the same site. There $\langle\delta^3\rangle=p(1-p)(1-2p)$, and the local part of $\Gamma$ is $1/3$ in a large cell, by cubic symmetry and unit trace. The sum is

$$p(1-p)\left[\frac p3+\frac{1-2p}{9}\right]=\frac{p(1-p)(1+p)}{9},$$

which is Bruggeman's value. In solid cubes the field also varies inside each cube, so the local factor $1/9$ becomes the mean square of a field whose mean component is $1/3$. That is larger than $1/9$, so for $p<1/2$ solid cubes have a larger spread still. For 100 random samples of the grid with $15^3$ sites at $p=0.25$ the computed moment is 0.02609, against 0.02604 from the formula. The third moment is 0.01318 in the samples and 0.01346 in Bruggeman theory, 2% apart. No finite-size study was made, so this gap is not assigned to a cause.

## 8. The static permittivity

For $\varepsilon_h=4.0$ and empty pores, $s=4/(4-1)=1.3333$, outside $[0,1]$. At $p=0.25$,

$$k_{\rm MG}=4\left(1-\frac{0.25}{1.3333-0.25}\right)=3.077 .$$

For Bruggeman, $b=1+0.25/1.3333=1.1875$ and $t=0.25$, so

$$k_{\rm BR}=4\cdot\frac{1.1875+\sqrt{1.1875^2+2}}{4}=3.034 .$$

The difference is 0.043, of which the leading term supplies 0.018. With $s$ so close to 1, higher moments matter. At $p=0.45$ the values are 2.435 and 2.332.

With the pore material as connected matrix and silica as isolated cores, the same porosity of 0.25 gives 2.800. The values 3.077 and 2.800 are the Hashin–Shtrikman bounds, so 0.277 is the full range that porosity alone leaves open for an isotropic composite. The lower end, with unsupported silica cores, is a geometric limit and not a self-supporting film.

## 9. The infrared band

For the Si–O stretching band use one oscillator with rough parameters,

$$\varepsilon_h(\nu)=2.1\,\frac{\nu_L^2-\nu^2-i\gamma\nu}{\nu_T^2-\nu^2-i\gamma\nu},\qquad \nu_T=1075,\quad \nu_L=1250\ {\rm cm^{-1}}.$$

Other vibrations are left out, so this model is not used for the static $k$. Between $\nu_T$ and $\nu_L$, with small damping, $\varepsilon_h$ is negative. For pores with $\varepsilon_i=1$, a resonance $u$ then requires $\varepsilon_h=-u/(1-u)$. Solving the undamped oscillator for the wavenumber,

$$\nu^2=\frac{2.1\,\nu_L^2-\varepsilon_h\nu_T^2}{2.1-\varepsilon_h}.$$

At $p=0.25$ the Maxwell Garnett pole $u=0.25$ needs $\varepsilon_h=-1/3$ and falls at 1227.5 cm$^{-1}$. The Bruggeman cut covers 1131.8 to 1249.3 cm$^{-1}$.

Let the host damping tend to zero. Since $s=1+1/(\varepsilon_h-1)$, a small positive $\operatorname{Im}\varepsilon_h$ places $s$ just below the real axis, where $\operatorname{Im}F=+\pi g$. With $\varepsilon_h=-u/(1-u)$,

$$\operatorname{Im}\varepsilon_{\rm eff}=-\varepsilon_h\,\pi g(u)=\frac{3\sqrt{(u-s_-)(s_+-u)}}{4(1-u)} .$$

Bruggeman theory thus absorbs even when the damping of its constituents tends to zero. At $\varepsilon_h=-1$, which is $u=0.5$ and 1196.3 cm$^{-1}$, the formula gives 0.5995. With damping 0.1 and then 0.01 cm$^{-1}$ the theory gives 0.5999 and 0.5995, while the Maxwell Garnett value falls from $1.3\times10^{-3}$ to $1.3\times10^{-4}$.

Energy conservation shows what this implies. Only the host dissipates, so the mean squared field inside it is $\operatorname{Im}\varepsilon_{\rm eff}/[(1-p)\operatorname{Im}\varepsilon_h]$ in units of $|\mathbf E_0|^2$, which grows without limit as damping vanishes. This holds for an actual microstructure with the Bruggeman permittivity; the uniform field $3\varepsilon_{\rm eff}/(\varepsilon_h+2\varepsilon_{\rm eff})$ in the theory's single host sphere stays finite and does not carry these fluctuations. A continuum of resonances permits this at every frequency in the band. A finite sample of smooth, separated pores has discrete levels and shows a smooth band only if damping exceeds their spacing.

At damping 5 cm$^{-1}$ both theories keep a loss maximum at 1075.0 cm$^{-1}$. There $|\varepsilon_h|$ is large and $s\approx1$, so $\varepsilon_{\rm eff}\approx\varepsilon_h[1-F(1)]$, with factor $2(1-p)/(2+p)=0.667$ for Maxwell Garnett and $(2-3p)/2=0.625$ for Bruggeman. The second Maxwell Garnett maximum is the pore line, at 1227.6 cm$^{-1}$. The second Bruggeman maximum is near 1158 cm$^{-1}$, far from that line. The undamped loss formula peaks at $1-u=2(1-s_-)(1-s_+)/(2-s_--s_+)=0.298$, or about 1161 cm$^{-1}$. The remaining shift of about 3 cm$^{-1}$ is an effect of the damping, which that formula leaves out.

At damping 50 cm$^{-1}$ the losses at 1227.5 cm$^{-1}$ are 0.623 and 0.540. The factor of nine has shrunk to 1.15, because the pole is now broadened too. Maxwell Garnett still has a second maximum, at 1223.8 cm$^{-1}$; Bruggeman has none. That maximum disappears between damping 60 and 70 cm$^{-1}$. These statements hold for Lorentzian damping, whose wings reach the pore line. If the band is instead widened by a Gaussian spread of oscillator frequencies with standard deviation 30 cm$^{-1}$, each with damping 5 cm$^{-1}$, the pore line survives at 1233 cm$^{-1}$ and the ratio of the losses at that line stays near nine. What decides the ratio is the host loss at the line: with the same spread and damping 10 or 20 cm$^{-1}$ the ratio falls to about 4 or 2.

## 10. Beside a real porous film

A matrix permittivity near 4 is typical of dense silica, and a porosity of 0.25 is reasonable for a porous low-k film. Organosilicate matrices usually start from a lower permittivity, so 3.08 is high for a modern porous dielectric. The damping of 50 cm$^{-1}$ is a rough value, and real Si–O bands contain several overlapping components, so a shoulder near 1224 cm$^{-1}$ would not by itself identify a pore resonance. In silica glass $\operatorname{Im}\varepsilon_h$ near 1230 cm$^{-1}$ is a few tenths, close to the 0.41 of the model at damping 50 cm$^{-1}$ and roughly ten times the 0.043 at damping 5 cm$^{-1}$. A factor near nine, or a distinct pore line, should therefore not be expected in a real silica film.

The assumption of dry pores is easily broken. If water with its bulk permittivity of 80 replaces pore space equal to 1% of the film volume, a three-component Bruggeman calculation, which treats it as separate spherical droplets, raises $k$ by 0.117, nearly three times the difference between the two theories. This is only a rough scale. Shared evenly, that amount is about six molecules per 2 nm pore, for which the bulk value is doubtful. Droplets of permittivity 10 or 5 give 0.070 or 0.045, and the same volume lining the pore walls at permittivity 10 gives 0.108, and at permittivity 80 it gives 0.74.

Pore shape matters as much when the pores are aligned. In a spheroid with depolarization factor $L$ along the field, the inner field $E_i$ and the mean host field $E_m$ obey $E_m=E_i(1-L/s)$. With $E_0=pE_i+(1-p)E_m$ and $F=pE_i/(sE_0)$, the pole moves to $(1-p)L$. Aligned pores twice as wide as high have $L=0.527$ across the film, which lowers the Maxwell Garnett $k$ by 0.143 in that direction and raises it by 0.058 in the plane. These values assume pore centres distributed with the same flattened symmetry as the pores; for an isotropic distribution of centres the pole lies at $L-p/3$ and the changes are about $-0.20$ and $+0.08$. Randomly oriented, the same pores lower $k$ by only 0.013.

For 2 nm pores the squared size parameter $(\pi d/\lambda)^2$ at the pore line is $6\times10^{-7}$, so retardation is negligible. The opposite limit is less safe: at $p=0.25$ the thinnest walls between such pores are 0.6 to 0.9 nm in cubic arrangements, where a local bulk permittivity for the matrix is doubtful. For spherical pores the same relations give $E_i/E_0=sF/p=1.231$. At 1 MV/cm the voltage across a pore is 0.246 V, far too small for an electron to ionize a molecule, which takes roughly 10 eV. This argues against an avalanche inside one pore; it says nothing about breakdown through the solid walls.

The remaining values are in the numerical output.

## Calculated quantities

```
matrix static permittivity (rough): 4.0
static s, dimensionless: 1.3333
porosity 0.25: MG pole 0.2500, weight 0.25
  BR cut from 0.0084 to 0.8249
  BR weights: zero pole 0.0000, cut 0.2500
  first moment, both: 0.06250
  second moment: MG 0.01562, BR 0.02604
  normalized BR variance: 0.04167
  static k: MG 3.077, BR 3.034, exchanged MG 2.800
  k difference MG-BR: 0.0428, leading term 0.0176
porosity 0.45: MG pole 0.1833, weight 0.45
  BR cut from 0.0143 to 0.9524
  BR weights: zero pole 0.1750, cut 0.2750
  first moment, both: 0.08250
  second moment: MG 0.01513, BR 0.03988
  normalized BR variance: 0.05500
  static k: MG 2.435, BR 2.332, exchanged MG 2.138
  k difference MG-BR: 0.1023, leading term 0.0418
random voxels at 0.25: second moment 0.02609
third moment: voxels 0.013178, BR 0.013455
periodic cell eps_eff: direct 0.76967+1.06652j
periodic cell eps_eff: spectral 0.76967+1.06652j
infrared model: high-frequency permittivity 2.1
  TO 1075, LO 1250, damping 50 cm^-1
infrared results at porosity 0.25:
  host permittivity at MG pole: -0.3333
  MG pore line: 1227.5 cm^-1
  BR band: 1131.8 to 1249.3 cm^-1
  host permittivity -1 at: 1196.3 cm^-1
  there, BR loss for lossless host: 0.5995
  Im eps there, damping 0.1 cm^-1: MG 1.346e-03, BR 0.5999
  Im eps there, damping 0.01 cm^-1: MG 1.346e-04, BR 0.5995
  Im eps at MG line, damping 5 cm^-1: MG 3.512, BR 0.386
    MG loss maxima (cm^-1): 1075.0, 1227.6
    BR loss maxima (cm^-1): 1075.0, 1157.8
  Im eps at MG line, damping 50 cm^-1: MG 0.623, BR 0.540
    MG loss maxima (cm^-1): 1074.8, 1223.8
    BR loss maxima (cm^-1): 1074.8
neglected effects at porosity 0.25:
  water: k 80, film fraction 0.01
  BR k with water: 3.151, change 0.117
  aligned pores, width/height 2: depolarization 0.5272
  MG k with flat pores: 2.934, change -0.143
  microstructure range of k: 0.277
  pore diameter 2.0 nm, wavelength 8147 nm
  squared size parameter: 5.95e-07
  applied field 1.0 MV/cm, pore field 1.231 MV/cm
  voltage across pore: 0.246 V
```
